Why Lower Reactor Pressure Weakens Buoyancy but Leaves Reynolds Number Unchanged

A crystal grower lowers the pressure in an epitaxy reactor from 760 to 76 Torr and leaves the settings for mass flow and wall temperature alone. The Reynolds number does not change. If it alone described the flow, the gas would follow the same paths as before, only faster. That conclusion can be badly wrong. Far enough from the inlet of the model reactor treated below, gas beside the hot wall runs backwards at 760 Torr and forwards at 76 Torr. A backward layer carries used gas towards the inlet, so some of the gas can stay much longer than L/U, the reactor length divided by the mean speed. To see what pressure does, one must follow the weight of the gas as well as its inertia and friction.

**What is held fixed**

The reactor has length L, gap H and width W. The molar flow F, the composition, the inlet temperature and the wall temperatures are held fixed while the pressure p changes. The gas is ideal and moves much more slowly than sound, so pressure differences within the reactor are small compared with p. With molar mass M and gas constant R, the density is

ρ = pM/(RT).

At a given temperature, ρ ∝ p. The mass flow J = MF is fixed, and it equals density times mean speed times cross-section:

J = ρUHW, so U = J/(ρHW) ∝ 1/p.

Here ρ is taken at the mean wall temperature Tm, which defines the nominal speed U. The nominal residence time is

t = L/U = ρLHW/J ∝ p.

Thinner gas must move faster to deliver the same number of moles per second, and it therefore stays for a shorter time.

**Why the Reynolds number stays put**

The Reynolds number compares inertia with friction. Inserting U gives

Re = ρUH/μ = ρH/μ × J/(ρHW) = J/(Wμ).

The density has cancelled. What remains is the viscosity μ, and the claim stands or falls with its dependence on pressure.

Viscosity is the transport of momentum by molecules. Let the gas have n molecules per volume, each of mass mₐ, thermal speed c and collision cross-section σ. About nc molecules cross unit area per unit time in each direction. Each brings momentum from about one mean free path ℓ away, where the flow speed differs by ℓ du/dy. The shear stress is therefore about nc mₐℓ du/dy, so

μ ~ n mₐcℓ, with ℓ ~ 1/(nσ), hence μ ~ mₐc/σ.

Halving the density halves the number of carriers but doubles the distance over which each one carries momentum. The two changes cancel, and μ depends on temperature but not on pressure. This needs a mean free path much shorter than the gap.

The estimate leaves a numerical factor open, but the cancellation can be illustrated without it. A kinetic calculation was made for a gas sheared between two plates, with a collision rate proportional to density. Comparing two plate separations removes the effect of slip at the walls. For relative densities 1, 2 and 4 the viscosity came out as 1.0006, 1.0008 and 1.0008 in scaled units. In this model μ equals the pressure divided by the collision rate, so the result follows from the assumed rate. It confirms the argument, not its premise, which is that of a dilute gas. Thus Re is independent of pressure under the stated conditions.

**Why buoyancy falls as pressure squared**

For an ideal gas at uniform pressure, a small temperature difference ΔT about Tm produces a relative density difference ΔT/Tm. The Grashof number built from it is

Gr = g(ΔT/Tm)H³ρ²/μ².

Here g is the acceleration of gravity. Since μ is fixed and ρ ∝ p, Gr ∝ p². Dividing by Re² gives

Gr/Re² = [g(ΔT/Tm)H³ρ²/μ²] × [μ²/(ρ²U²H²)] = g(ΔT/Tm)H/U².

This form shows the mechanism. The buoyant force per volume is about ρg ΔT/Tm, which falls in proportion to p. The inertial force per volume is about ρU²/H, which varies as p × 1/p² = 1/p and so rises when p is lowered. Their ratio varies as p². One factor of p comes from the lighter gas, and the other from the greater inertial force of the faster stream.

Friction per volume is about μU/H², which also varies as 1/p. The ratio of buoyancy to friction is

Gr/Re = g(ΔT/Tm)H²ρ/(μU) ∝ p × p = p².

So lowering p weakens buoyancy by the same factor against both inertia and friction. The ratio of inertia to friction does not change, which is the constancy of Re seen from another side.

**The same law for large temperature differences**

In a reactor the hot gas may have less than half the density of the cold gas, so an argument based on a small ΔT is not enough. The steady equations of mass, momentum and energy are

∇·(ρu) = 0,
ρu·∇u = −∇P + ∇·τ + ρg,
ρcₚu·∇T = ∇·(k∇T).

In these equations u is the velocity vector, g is the gravity vector, τ is the viscous stress, and P is the small pressure variation that drives the flow. The heat capacity per mass cₚ of an ideal gas does not depend on pressure. Nor does the thermal conductivity k, because energy is carried over the mean free path just as momentum is. Heating by friction and by pressure changes is neglected, as is appropriate for slow flow.

Now take the pressure out of each quantity:

ρ = p r, u = w/p, P = Π/p, with r = M/(RT).

The mass flux becomes ρu = rw, so p disappears from the mass and energy equations. In the momentum equation the inertia term is p r (w/p)·∇(w/p) = (1/p) r w·∇w. The viscous stress is linear in velocity, so it is 1/p times the stress τ_w formed from w. The weight is p r g. Multiplying the whole equation by p gives

r w·∇w = −∇Π + ∇·τ_w + p² r g.

The fixed inlet flow fixes rw at the inlet, and for walls at rest the wall conditions contain no p. (A susceptor turning at a fixed rate Ω brings in pΩ as well: at 10 rpm its surface speed in the example below is half of U at 760 Torr and a twentieth of U at 76 Torr.) Pressure therefore enters the problem solely through p²g. Doubling the pressure has the same effect on the mass-flux pattern as making gravity four times stronger. Without gravity, the equations for the pattern are the same at every pressure. This holds for any orientation of the reactor and does not assume small density differences.

**A flow that can be solved**

How large must the buoyancy ratio be before the flow changes its character? Let gas flow downwards between a hot wall at y = 0 and a cold wall at y = H. Far enough from the inlet the velocity u(y) no longer changes along the flow. With x and u positive downwards, the forces balance as

(μu′)′ = P′ − ρg,

where P′ = dP/dx and the other primes are derivatives in y. Inertia is absent because a fluid element keeps its speed.

For small ΔT/Tm, μ is constant. Put η = y/H. The temperature is T = Tm + ΔT(1/2 − η), so the density is

ρ = ρm[1 − (ΔT/Tm)(1/2 − η)],

where ρm is the density at Tm. Let v = u/U and multiply the force balance by H²/(μU). With primes on v now meaning derivatives in η,

v″ = −A + B(1/2 − η),
A = (ρm g − P′)H²/(μU),
B = ρm g(ΔT/Tm)H²/(μU) = Gr/Re.

Two integrations with v(0) = 0 give

v′ = C − Aη + B(η − η²)/2,
v = Cη − Aη²/2 + B(η²/4 − η³/6).

The condition v(1) = 0 gives C = A/2 − B/12. The fixed flow requires the mean of v to be 1, since the density variation in the mass flux is negligible in this limit:

1 = C/2 − A/6 + B(1/12 − 1/24)
= A/4 − B/24 − A/6 + B/24 = A/12.

Hence A = 12 and C = 6 − B/12. Inserting both and factoring,

v = η(1 − η)[6 − (B/12)(1 − 2η)].

The first part is the parabola of forced flow. The second slows the gas near the hot wall and speeds it up near the cold wall, without changing the net flow. The bracket is smallest at the hot wall, where it equals 6 − B/12. Backward flow begins there when

B = Gr/Re > 72,

and it then fills the region η < (1 − 72/B)/2. If the main flow is upwards instead, the sign of the B term changes, and reversal begins at the cold wall. The critical value is the same only in this limit of small ΔT/Tm.

The threshold involves Gr/Re, not Gr/Re², because friction rather than inertia opposes buoyancy in developed flow. At fixed molar flow the distinction does not affect the pressure law, since Re is constant. It matters when the flow is changed. Without the inertia term, the scaled momentum equation is linear in w and Π for a given temperature profile. Multiplying w, Π and p² by one common factor turns a solution into another solution. The reversal pressure therefore varies as the square root of the molar flow, also when ΔT is large.

**The opposite limit: inertia alone**

The meaning of Gr/Re² appears when friction is dropped. Consider a parcel moving downwards at speed U, warmer by ΔT than its surroundings. Buoyancy decelerates it:

ρu du/dx = −ρg ΔT/Tm, so u² = U² − 2g(ΔT/Tm)x.

It stops after the distance

x = U²/(2g ΔT/Tm) = H/(2 Gr/Re²).

Thus Gr/Re² measures what buoyancy can do over a distance of one gap. Over a longer path its effect can become larger, but friction then limits it. A small Gr/Re² by itself does not establish that buoyancy is weak in a long reactor. When Re is large, Gr/Re can still be large, so it must be examined as well.

**Numbers for a barrel reactor**

In a barrel reactor, gas flows down the space between a heated susceptor and a cooler quartz jar. Take hydrogen at 200 standard litres per minute (0 °C and 1 atm), with walls at 1000 and 400 K. The gap is 5 cm, the mean circumference 80 cm and the length 40 cm. The annular gap is first treated as flat. The viscosity is taken as 8.9 × 10⁻⁶ Pa s at 300 K and varies as T^0.7, both rough values. At Tm = 700 K this gives 1.611 × 10⁻⁵ Pa s.

The mass flow is 2.998 × 10⁻⁴ kg/s, so at every pressure

Re = 2.998 × 10⁻⁴/(0.80 × 1.611 × 10⁻⁵) = 23.3.

At 760 Torr the density at Tm is 0.0351 kg/m³ and the cross-section is 0.05 × 0.80 = 0.04 m². Therefore

U = 2.998 × 10⁻⁴/(0.0351 × 0.04) = 0.214 m/s,
t = 0.40/0.214 = 1.87 s,
Gr = 9.81 × (600/700) × 0.05³ × 0.0351²/(1.611 × 10⁻⁵)² = 4990,
Gr/Re² = 4990/23.27² = 9.2.

The three pressures compare as follows:

760 Torr: t = 1.87 s, Gr/Re = 214, Gr/Re² = 9.2
250 Torr: t = 0.62 s, Gr/Re = 23, Gr/Re² = 1.0
76 Torr: t = 0.19 s, Gr/Re = 2.1, Gr/Re² = 0.092

From 760 to 76 Torr the residence time falls tenfold and both buoyancy ratios fall a hundredfold.

Here ΔT/Tm is 86 %, so the small-difference formula can serve only as an estimate. It predicts reversal at

p = 760 √(72/214.4) = 440 Torr.

Solving the developed flow with the full variation of density and viscosity gives 455 Torr, where Gr/Re is 77. Viscosity exponents of 0.65 and 0.75 in place of 0.7 move this to 443 and 467 Torr. The same solution, run with a temperature difference of 2 K, gives a critical Gr/Re of 72.03, in agreement with the derivation. At twice the molar flow the reversal pressure rises from 455 to 643 Torr, a factor of √2.

At 760 Torr the calculated backward layer is 21 mm thick, and its upward speed reaches 19 cm/s. It carries 19 % of the net flow upwards, so the downward stream must carry 119 %. The small-difference formula would make the layer 50 × (1 − 72/214.4)/2 = 17 mm thick. In this example it places the threshold more closely than the edge of the reversed layer. At 76 Torr the gas moves downwards throughout the gap.

The case of 250 Torr is instructive. Gr/Re² is close to 1, yet the pressure lies well below the reversal pressure of the developed flow. A ratio of 1 means that the estimated forces are comparable, not that the flow turns back. The margin is smaller than it seems, however: near the inlet, treated below, reversal begins at about 310 Torr, where Gr/Re² is about 1.5. At the threshold of the developed flow Gr/Re² is 3.3, and that value is tied to Re = 23. At twice the flow the threshold keeps Gr/Re at 77 while Re doubles, so Gr/Re² there is half as large.

The frictionless parcel adds a warning. Its stopping distance is 5/(2 × 9.2) = 0.27 cm at 760 Torr and 5/(2 × 0.092) = 27 cm at 76 Torr. The second distance is still shorter than the reactor, although the calculated flow at 76 Torr does not reverse. The parcel estimate leaves out friction, which limits the distortion in developed flow. In the small-difference solution the buoyant part of v has the size (B/12)η(1 − η)(1 − 2η). The product of the three factors is greatest at η = (1 − 1/√3)/2, where it equals 1/(6√3) = 0.096. With B = 2.1 the distortion is about 0.017, or 2 % of the mean speed.

**Where inertia takes part**

Near the inlet the gas is still warming and its velocity profile is still changing, so inertia is present. This region was calculated with variable density and viscosity. Gas enters at 400 K with a parabolic velocity profile, and the hot wall approaches 1000 K over a distance of about half a gap. Conduction and friction along the flow, and pressure differences across the gap, are neglected.

The buoyant distortion is defined here as the largest difference in mass flux between runs with and without gravity, relative to the mean flux. One gap downstream it is 2.61 % at 76 Torr and 0.65 % at 38 Torr; a finer discretisation lowers these to 2.59 % and 0.64 %. The unrounded ratio is 4.04, close to the factor 4 expected from p² when the distortion is small. An exact 4 is not expected, because the flow responds to p²g linearly only at leading order. From 38 to 19 Torr the ratio is 4.01.

Two further runs test the scaling of the full equations. Without gravity, the mass-flux patterns at 76 and 38 Torr show no difference in the printed digits. With gravity, the pattern at 76 Torr equals that at 152 Torr with g reduced to a quarter, again with no printed difference. These comparisons test the scaling; they do not test the neglected terms.

When inertia is dropped from the momentum equation at 76 Torr, the distortion at the same place becomes 4.59 % instead of 2.61 %. Inertia therefore holds back the buoyant change at this station. At the exit the calculated mass flux differs from the developed solution by no more than about 0.9 % of the mean flux.

**When the law fails**

The choice of what to hold fixed is essential. Suppose that U is kept constant while p is lowered, so that the molar flow falls in proportion to p. Then Gr/Re² = g(ΔT/Tm)H/U² does not change at all, while Re falls as p. The ratio Gr/Re also falls, but as p rather than p². The p² law belongs to fixed molar flow, which is the quantity that a mass-flow controller sets.

At very low pressure the mean free path is no longer negligible beside the gap, and the gas slips along the walls. If the slip length is s, a gas sheared between two plates behaves as if the gap were H + 2s, a relative effect of 2s/H. This is the value the program prints: 0.016 % at 76 Torr and 1 % near 1.2 Torr. In flow driven by a pressure gradient the mean speed is proportional to H²/12 + sH/2, so the relative effect is 6s/H, three times as large. It is about 0.05 % at 76 Torr and reaches 1 % near 3.5 Torr. The slow-flow assumption also weakens, because ρU²/p varies as 1/p². At 76 Torr this ratio is only 1.6 × 10⁻⁶. At the other end, the estimated departure from the ideal-gas law at 760 Torr and 700 K is 0.03 %.

Composition can contribute to buoyancy too. With 0.1 mol % of a precursor of molar mass 115 g/mol, replacing all of it by hydrogen at the wall changes the density by about 0.001 × (115/2.016 − 1) = 5.6 %. This is small beside the thermal 86 %, but it grows in proportion to the precursor fraction. Spread linearly across the gap, this difference lowers the reversal pressure of the developed flow from 455 to about 430 Torr. Reaction products, and any second precursor that is used up, also alter the density and are left out of this estimate. A heavy gas present in excess matters even if it is not consumed: 2 mol % of arsine raises the mean molar mass by 75 % and the viscosity by roughly 17 %, which lowers the reversal pressure to about 370 Torr. If pressure alters the surface reaction, it can alter this contribution and disturb the p² law.

**The model beside a real reactor**

The dimensions, flow and temperatures are rough values for barrel epitaxy. A susceptor at 1000 K suits the growth of arsenides, whereas silicon growth from chlorosilanes is usually hotter. The flat-gap assumption is visibly broken, since the gap is 39 % of the mean radius. Solving the developed flow in an annulus with the hot wall inside lowers the reversal pressure from 455 to 417 Torr, a change of 8 %. Real barrels also have inlet jets, faceted and often tapered susceptors, and rotation. Their effect on the threshold is not calculated here, nor is the stability of the steady flow. The threshold itself belongs to the developed flow. The inlet region was calculated only for cases without backward flow. Raising the pressure in that calculation until the shear at the hot wall vanishes gives about 310 Torr, about one gap downstream, where the core is still cold and dense. In the flat-gap model, with conduction and friction along the flow neglected, gas therefore first turns back near the inlet and well below the developed threshold. Whether the flow at 760 Torr becomes developed within 40 cm remains open. The value near 420 Torr is thus a guide to the developed flow for this geometry, flow and pair of wall temperatures. It is neither a safe limit for the whole reactor nor a general operating limit. The numerical output below gives the remaining digits.

Calculated quantities

```
Gap 5.0 cm, circumference 80 cm, length 40 cm
Walls 1000 K and 400 K, mean 700 K
Hydrogen flow 200 slm = 0.1487 mol/s = 2.998e-04 kg/s
Molar mass 2.016 g/mol, Prandtl 0.70
Viscosity at 300 K 8.90e-06 Pa s, exponent 0.70
Viscosity at mean temperature 1.611e-05 Pa s
At 760 Torr: density 3.510e-02 kg/m3, speed 0.214 m/s
  residence time L/U 1.873 s, Re 23.27, Gr 4989.8
  Gr/Re 214.437, Gr/Re^2 9.2154
At 250 Torr: density 1.155e-02 kg/m3, speed 0.649 m/s
  residence time L/U 0.616 s, Re 23.27, Gr 539.9
  Gr/Re 23.203, Gr/Re^2 0.9972
At 76 Torr: density 3.510e-03 kg/m3, speed 2.136 m/s
  residence time L/U 0.187 s, Re 23.27, Gr 49.9
  Gr/Re 2.144, Gr/Re^2 0.0922
Kinetic viscosity at relative density 1, 2, 4 (scaled units): 1.0006, 1.0008, 1.0008
Forced pattern change, 76 to 38 Torr: 0.0e+00 of mean flux
Pattern change for double p, quarter g: 0.0e+00 of mean flux
Buoyant distortion one gap downstream, 76 Torr: 2.609 % of mean flux
Same at 38 Torr: 0.646 %, ratio 4.039
Same at 76 Torr with inertia dropped: 4.593 %
Exit profile against developed solution: 0.910 % of mean flux
Critical Gr/Re for small temperature difference: 72.03
Reversal pressure in the example: 454.6 Torr
Gr/Re there 76.73, Gr/Re^2 there 3.297
Reversal pressure at double flow: 642.9 Torr
Upward return flow at 760 Torr: 18.97 % of net flow
Return layer thickness at 760 Torr: 21.03 mm
Peak upward speed at 760 Torr: 18.64 cm/s
Lowest interior speed at 76 Torr is positive: True
Gap / mean radius: 0.393
Reversal pressure with annular curvature: 416.8 Torr
Wall slip effect at 76 Torr: 0.0155 %
Pressure at which slip reaches 1 %: 1.18 Torr
Dynamic pressure / p at 76 Torr: 1.6e-06
Friction pressure drop / p at 76 Torr: 6.5e-06
Hydrostatic pressure change / p: 1.4e-06
Non-ideality at 760 Torr (virial 15 cm3/mol): 0.026 %
Axial conduction scale 1/(Re Pr)^2: 0.38 %
Precursor 0.1 mol %, 115 g/mol: density change 5.60 %
Thermal density scale dT/Tm: 85.7 %
```
